# Linear mass uptake does not mean linear filling of bare sites: a program that tests the result

```python
"""
Result under test: molecules that stick equally well on bare and covered
sites, and stay in the column where they land, give a linear mass uptake
m = s*J*t/n but an exponentially decaying bare fraction b = exp(-m).
  m : uptake, molecules per site (monolayers, ML)
  b : fraction of substrate sites that hold no molecule
  J : flux, n : site density, s : sticking probability
  s0, s1 : sticking probability on bare and on covered sites
  x = J*t/n : impacts per site
"""
import itertools
import math
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)

# ---- exact mean for few sites: enumerate every possible placement ----
few_sites, few_molecules = 4, 6
empty_total = sum(few_sites - len(set(p)) for p in
                  itertools.product(range(few_sites), repeat=few_molecules))
mean_bare = Fraction(empty_total, few_sites * few_sites**few_molecules)
assert mean_bare == (1 - Fraction(1, few_sites))**few_molecules
print(f"4 sites, 6 molecules: mean bare fraction {float(mean_bare):.4f}, "
      f"exp(-6/4) = {math.exp(-1.5):.4f}")

# ---- random placement on many sites ----
sites = 1_000_000
dose99 = math.log(100)
landing = rng.integers(sites, size=int(dose99 * sites))
print("Random placement on 1e6 sites:")
print(" uptake(ML)  bare(simulated)  exp(-m)  linear guess max(0,1-m)")
for m in (0.1, 0.5, 1.0, 2.0, dose99):
    heights = np.bincount(landing[:int(m * sites)], minlength=sites)
    for k in range(5):
        poisson = math.exp(-m) * m**k / math.factorial(k)
        sigma = math.sqrt(poisson * (1 - poisson) / sites)
        assert abs(np.mean(heights == k) - poisson) < 5 * sigma + 2 / sites
    upper = np.maximum(heights - 1, 0).mean()
    assert abs(upper - (m - 1 + math.exp(-m))) < 5 * math.sqrt(m / sites)
    print(f" {m:8.3f}  {np.mean(heights == 0):12.4f}  {math.exp(-m):12.4f}"
          f"  {max(0, 1 - m):10.4f}")
    if m == 1.0:
        layer_line = (f"At 1 ML: sites with 0, 1, 2+ molecules: "
                      f"{np.mean(heights == 0):.4f}, {np.mean(heights == 1):.4f}, "
                      f"{np.mean(heights > 1):.4f}; mass above first layer "
                      f"{upper:.4f} ML")
print(layer_line)

# share of arrivals that hit a bare site close to 1 ML
first_hit = np.unique(landing, return_index=True)[1]
low, high = int(0.95 * sites), int(1.05 * sites)
share = np.count_nonzero((first_hit >= low) & (first_hit < high)) / (high - low)
assert abs(share - math.exp(-1)) < 0.01
print(f"Share of arrivals hitting bare sites, 0.95 to 1.05 ML: {share:.3f}")


# ---- unequal sticking, followed impact by impact ----
def uptake_formula(x, s0, s1):
    return s1 * x + (1 - s1 / s0) * (1 - math.exp(-s0 * x))


def simulate_sticking(s0, s1, x, count=200_000):
    covered = bytearray(count)
    stuck = 0
    impacts = int(x * count)
    for site, u in zip(rng.integers(count, size=impacts).tolist(),
                       rng.random(impacts).tolist()):
        if u < (s1 if covered[site] else s0):
            covered[site] = 1
            stuck += 1
    return 1 - sum(covered) / count, stuck / count


print("Unequal sticking, s0 = 0.8, 2.5 impacts per site (simulated | formula):")
for s1 in (0.0, 0.4, 0.8):
    bare, uptake = simulate_sticking(0.8, s1, 2.5)
    bare_f, uptake_f = math.exp(-0.8 * 2.5), uptake_formula(2.5, 0.8, s1)
    assert abs(bare - bare_f) < 0.006
    assert abs(uptake - uptake_f) < 5 * math.sqrt(uptake_f / 200_000)
    print(f" s1 = {s1:.1f}: bare {bare:.4f} | {bare_f:.4f}, "
          f"uptake {uptake:.4f} | {uptake_f:.4f} ML")

# ---- worked example: water dosed on a cold oxide ----
torr = const.torr
kB = const.k
kB_eV = const.k / const.e
gas_T, stage_T = 300.0, 20.0
pressure, residual_pressure = 1e-8, 1e-10          # Torr
site_density = 1e15                                 # per cm2
water_mass, nitrogen_mass = 18.015, 28.014          # atomic mass units


def flux_cm2(p_torr, mass_u, T):
    mass = mass_u * const.atomic_mass
    return p_torr * torr / math.sqrt(2 * math.pi * mass * kB * T) * 1e-4


flux = flux_cm2(pressure, water_mass, gas_T)
mass_kg = water_mass * const.atomic_mass
v_th = math.sqrt(kB * gas_T / mass_kg)
mean_v = quad(lambda v: v * math.exp(-0.5 * (v / v_th)**2)
              / (v_th * math.sqrt(2 * math.pi)), 0, 12 * v_th)[0]
flux_direct = pressure * torr / (kB * gas_T) * mean_v * 1e-4
assert abs(flux_direct / flux - 1) < 1e-7
time_ML = site_density / flux
time99 = dose99 * time_ML
mass_ML = site_density * mass_kg * 1e12             # ng per cm2
print(f"Example inputs: {pressure:.0e} Torr water at {gas_T:.0f} K, stage "
      f"{stage_T:.0f} K, {site_density:.0e} sites/cm2, sticking 1")
print(f"Flux {flux:.3e} /(cm2 s); time per ML {time_ML:.1f} s; "
      f"mass per ML {mass_ML:.2f} ng/cm2")
print(f"99% coverage: {dose99:.3f} ML, {time99:.0f} s, "
      f"{dose99 * mass_ML:.1f} ng/cm2")
print(f"Linear guess for 99%: 0.990 ML, {0.99 * time_ML:.0f} s; "
      f"true bare fraction there {math.exp(-0.99):.4f}")


# ---- neglected effect: where a molecule settles after landing ----
def simulate_landing(rule, side=400):
    """stay: top of own column; side: may stick to a taller neighbour;
    roll: moves to the lowest neighbour if that is lower."""
    count = side * side
    h = [0] * count
    filled = 0
    bare_at_1 = None
    total = int(dose99 * count)
    starts = rng.integers(4, size=total).tolist()
    for step, i in enumerate(rng.integers(count, size=total).tolist()):
        if step == count:
            bare_at_1 = 1 - filled / count
        new = h[i] + 1
        if rule != "stay":
            near = ((i + 1) % count, (i + side) % count, i - 1, i - side)
            if rule == "side":
                new = max(new, h[near[0]], h[near[1]], h[near[2]], h[near[3]])
            elif new > 1:
                best = i
                for q in range(4):
                    j = near[(starts[step] + q) % 4]
                    if h[j] < h[best]:
                        best = j
                i = best
                new = h[i] + 1
        h[i] = new
        if new == 1:
            filled += 1
    return bare_at_1, 1 - filled / count


print("Landing rules, equal sticking, linear uptake in every case:")
settled = {}
for rule in ("stay", "side", "roll"):
    settled[rule] = simulate_landing(rule)
    print(f" {rule}: empty substrate sites at 1 ML {settled[rule][0]:.4f}, "
          f"at {dose99:.3f} ML {settled[rule][1]:.4f}")
assert abs(settled["stay"][0] - math.exp(-1)) < 0.005
assert abs(settled["stay"][1] - 0.01) < 0.0015
assert settled["side"][0] > math.exp(-1) + 0.01
assert settled["roll"][0] < math.exp(-1) - 0.01

# ---- neglected effect: slightly weaker sticking on bare sites ----
s0, s1 = 0.9, 1.0
x_at_1 = brentq(lambda x: uptake_formula(x, s0, s1) - 1, 0.1, 3)
offset = 1 - s1 / s0
print(f"s0 = {s0}, s1 = {s1}: bare fraction at 1 ML {math.exp(-s0 * x_at_1):.4f}; "
      f"late uptake offset {offset:.3f} ML = {offset * mass_ML:.2f} ng/cm2")

# ---- neglected effects: thermal motion and residual gas ----
print(f"Temperature for one expected event in {time99:.0f} s:")
for name, barrier, prefactor in (("hop", 0.1, 1e12), ("hop", 0.2, 1e12),
                                 ("desorption", 0.5, 1e15)):
    threshold = barrier / (kB_eV * math.log(prefactor * time99))
    root = brentq(lambda T: prefactor * time99
                  * math.exp(-barrier / (kB_eV * T)) - 1, 5, 400)
    assert abs(root - threshold) < 1e-6
    assert threshold > stage_T
    expected = prefactor * time99 * math.exp(-barrier / (kB_eV * stage_T))
    print(f" {name}, barrier {barrier} eV, prefactor {prefactor:.0e} /s: "
          f"{threshold:.1f} K; events at {stage_T:.0f} K: {expected:.1e}")
residual = flux_cm2(residual_pressure, nitrogen_mass, gas_T) * time99 / site_density
print(f"Residual N2 at {residual_pressure:.0e} Torr, 300 K: at most "
      f"{residual:.3f} ML arrives during the 99% dose")

print("no test failed")
```

Output:

```
4 sites, 6 molecules: mean bare fraction 0.1780, exp(-6/4) = 0.2231
Random placement on 1e6 sites:
 uptake(ML)  bare(simulated)  exp(-m)  linear guess max(0,1-m)
    0.100        0.9048        0.9048      0.9000
    0.500        0.6063        0.6065      0.5000
    1.000        0.3676        0.3679      0.0000
    2.000        0.1354        0.1353      0.0000
    4.605        0.0102        0.0100      0.0000
At 1 ML: sites with 0, 1, 2+ molecules: 0.3676, 0.3684, 0.2640; mass above first layer 0.3676 ML
Share of arrivals hitting bare sites, 0.95 to 1.05 ML: 0.367
Unequal sticking, s0 = 0.8, 2.5 impacts per site (simulated | formula):
 s1 = 0.0: bare 0.1362 | 0.1353, uptake 0.8638 | 0.8647 ML
 s1 = 0.4: bare 0.1357 | 0.1353, uptake 1.4332 | 1.4323 ML
 s1 = 0.8: bare 0.1360 | 0.1353, uptake 1.9986 | 2.0000 ML
Example inputs: 1e-08 Torr water at 300 K, stage 20 K, 1e+15 sites/cm2, sticking 1
Flux 4.778e+12 /(cm2 s); time per ML 209.3 s; mass per ML 29.91 ng/cm2
99% coverage: 4.605 ML, 964 s, 137.8 ng/cm2
Linear guess for 99%: 0.990 ML, 207 s; true bare fraction there 0.3716
Landing rules, equal sticking, linear uptake in every case:
 stay: empty substrate sites at 1 ML 0.3671, at 4.605 ML 0.0098
 side: empty substrate sites at 1 ML 0.5721, at 4.605 ML 0.5598
 roll: empty substrate sites at 1 ML 0.1382, at 4.605 ML 0.0000
s0 = 0.9, s1 = 1.0: bare fraction at 1 ML 0.3822; late uptake offset -0.111 ML = -3.32 ng/cm2
Temperature for one expected event in 964 s:
 hop, barrier 0.1 eV, prefactor 1e+12 /s: 33.6 K; events at 20 K: 6.1e-11
 hop, barrier 0.2 eV, prefactor 1e+12 /s: 67.3 K; events at 20 K: 3.9e-36
 desorption, barrier 0.5 eV, prefactor 1e+15 /s: 140.1 K; events at 20 K: 9.8e-109
Residual N2 at 1e-10 Torr, 300 K: at most 0.037 ML arrives during the 99% dose
no test failed
```
